# The Gordon exposure factor for a closed circular hole

**The decision.** A process calculation must fix how long the precursor valve stays open in each deposition cycle. Too short a dose leaves the lower part of a deep hole uncoated; too long a dose wastes precursor and reactor time. The case here is a hole 50 nm wide and 2000 nm deep, exposed to trimethylaluminium at 0.1 Torr and 500 K. If every molecule that reaches a bare site were captured, a flat surface would be saturated in about 0.02 ms. In this ideal case the hole needs that time multiplied by a factor $F$, which depends on its shape. Section 7 estimates the effect of slower capture.

For a circular hole of diameter $d$, depth $L$ and ratio $a=L/d$, closed at the bottom, the result to be derived is

$$Pt=S\sqrt{2\pi mkT}\;F(a),\qquad F(a)=1+\frac{19}{4}a+\frac32a^2 .$$

Here $P$ is the precursor's partial pressure at the mouth, $t$ the dose time, $m$ the molecular mass, $T$ the temperature and $k$ Boltzmann's constant. $S$ is the number of molecules held per unit of real surface area at saturation.

## 1. A flat surface

Let the gas have number density $n_0$. Molecules with velocity component $v_z>0$ towards the surface strike it at the rate

$$J=n_0\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v_z e^{-mv_z^2/2kT}\,dv_z
=n_0\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}=n_0\sqrt{\frac{kT}{2\pi m}} .$$

With $n_0=P/kT$ this becomes $J=P/\sqrt{2\pi mkT}$. Since the mean speed is $\bar v=\sqrt{8kT/\pi m}$, it is also $J=n_0\bar v/4$.

Assume that a bare site captures every arriving molecule, that a filled site captures none, and that nothing desorbs. Saturation then requires $Jt=S$, or $Pt=S\sqrt{2\pi mkT}$. Define the dimensionless dose as $Jt/S$. A flat surface needs a dose of 1, and $F$ is the dose that a hole needs.

## 2. A deep hole: diffusion alone

Inside the hole, let molecules collide with the wall and not with one another. Coated wall sends them back with the cosine law, at the wall temperature and with no memory of their arrival. The first task is the diffusion coefficient.

Let $\alpha$ be the angle between a departing molecule and the tube axis, and $\phi$ the angle between its projection on the cross-section and the inward normal. The component along the normal is $\sin\alpha\cos\phi$, so the cosine law gives the probability

$$dp=\frac1\pi\sin^2\!\alpha\,\cos\phi\,d\alpha\,d\phi,\qquad 0<\alpha<\pi,\quad |\phi|<\frac{\pi}{2}.$$

The integrals over $\alpha$ and $\phi$ are $\pi/2$ and 2, so the total is 1. The projected path is a chord of the circle, of length $d\cos\phi$. The full path is therefore $s=d\cos\phi/\sin\alpha$, and the axial jump is $x=d\cos\phi\cot\alpha$. Their averages are

$$\langle s\rangle=\frac d\pi\int_0^\pi\!\sin\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\!\cos^2\phi\,d\phi=\frac d\pi\cdot2\cdot\frac\pi2=d,$$

$$\langle x^2\rangle=\frac{d^2}{\pi}\int_0^\pi\!\cos^2\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\!\cos^3\phi\,d\phi=\frac{d^2}{\pi}\cdot\frac\pi2\cdot\frac43=\frac{2d^2}{3}.$$

Faster molecules leave a surface more often, so the speed distribution of departing molecules is $vf(v)/\bar v$, where $f$ is the distribution in the gas. Their mean inverse speed is $\int f\,dv/\bar v=1/\bar v$. Speed and direction are independent, so the mean flight time is $\langle\tau\rangle=d/\bar v$. Successive jumps are independent with zero mean, so their mean squares add:

$$D=\frac{\langle x^2\rangle}{2\langle\tau\rangle}=\frac{2d^2/3}{2d/\bar v}=\frac{d\bar v}{3}.$$

This describes a tube many diameters long.

Now assume a sharp front: the wall is full down to depth $z$ and bare below it. Molecules that cross the front are captured, so as a first attempt set the density to $n_0$ at the mouth and to zero at the front. The gas is taken as quasi-steady, meaning that its profile adjusts much faster than the front moves. The net flux is

$$q=\frac{Dn_0}{z}=\frac{d\bar v}{3z}\,\frac{4J}{\bar v}=\frac{4d}{3z}J .$$

In a time $dt$ these molecules fill a ring of wall of height $dz$:

$$S\,\pi d\,dz=q\,\frac{\pi d^2}{4}\,dt .$$

Write $u=z/d$ and $q=JW$, where $W$ is the fraction of entering molecules that reach the front. Dividing by $S\pi d^2W/4$ gives

$$\frac{J\,dt}{S}=\frac{4\,du}{W(u)} .$$

With $W=4/(3u)$ the right side is $3u\,du$, and integration from 0 to $a$ gives $3a^2/2$. The square has a simple origin: the wall to be filled grows with depth, and so does the resistance through which it is fed.

**Limit test.** For a shallow front, $W=4/(3u)$ exceeds 1 when $u<4/3$. More molecules would reach the front than enter the hole, which is impossible. The fault is the condition $n=n_0$ at the mouth. It ignores the finite rate at which molecules can enter.

## 3. Adding the mouth resistance

Where there is a net flux, the gas moves unequally in the two axial directions. Let $\mu$ be the cosine of the angle to the inward axis, and take the lowest correction to an isotropic distribution, proportional to $1+\varepsilon\mu$. The inward one-way flux is

$$q_+=2\pi\,\frac{n\bar v}{4\pi}\int_0^1\mu(1+\varepsilon\mu)\,d\mu=\frac{n\bar v}{4}+\frac{n\bar v\,\varepsilon}{6}.$$

The outward flux $q_-$ has the opposite sign in the second term. The net flux is $q=q_+-q_-=n\bar v\varepsilon/3$, so

$$q_\pm=\frac{n\bar v}{4}\pm\frac q2 .$$

At the mouth the inward flux is that of the outside gas, $J$. At the front nothing returns, so the outward flux is zero:

$$J=\frac{n(0)\bar v}{4}+\frac q2,\qquad 0=\frac{n(z)\bar v}{4}-\frac q2 .$$

Subtracting the second equation from the first gives

$$J=\frac{\bar v}{4}\,[n(0)-n(z)]+q\quad\Longrightarrow\quad n(0)-n(z)=\frac{4(J-q)}{\bar v}.$$

Insert this density difference in the diffusion law:

$$q=\frac{d\bar v}{3z}\,\frac{4(J-q)}{\bar v}=\frac{4}{3u}(J-q).$$

Multiplying by $3u/4$ and collecting $q$ gives $q(1+3u/4)=J$. Hence

$$\frac1W=1+\frac34u .$$

Resistances in series add: 1 for the mouth and $3u/4$ for the coated tube. In this derivation the term called mouth resistance comes half from the entrance condition and half from the absorbing condition at the front.

The conditions can be tested on a coated tube of length $10d$ with an absorbing end. The model predicts a wall flux $n\bar v/4$ that falls linearly from $J(1-W/2)$ to $JW/2$. A calculation that follows the exchange of molecules between wall rings, without a diffusion law, gives $0.947J$ in the first ring, centred $0.05d$ inside the mouth, and $0.719J$ at a quarter of the length. At the same two places the linear profile gives $0.937J$ and $0.721J$.

**Limit tests.** For a long tube $W\to4/(3u)$, as in section 2. For $u\to0$, $W\to1$, as it must. The next term in the short limit is less good. Wall just inside the mouth sees gas from one side and receives a flux $J/2$. The fraction of entering molecules that hit a short tube's wall is thus

$$\frac{(J/2)\,\pi dz}{J\,\pi d^2/4}=2u .$$

By symmetry half of these leave through each end, so the true transmission begins as $1-2u+u=1-u$. The series formula begins as $1-3u/4$ and is too large. It is an interpolation between two correct limits. Among the lengths computed, from $0.25d$ to $40d$, its largest excess over the ring calculation is 12%, at $2d$; at $40d$ the excess is 3%.

The wall now requires the dose

$$\int_0^a4\left(1+\frac34u\right)du=4a+\frac32a^2 .$$

The new term is a ratio of areas: the wall area $\pi dL$ divided by the mouth area $\pi d^2/4$ is $4a$. If every molecule that entered were captured, the wall would need this dose and no more. The quadratic term is the cost of molecules that enter and come back out.

**A second case: a hole open at both ends.** If both mouths see the same pressure, two fronts start and meet at depth $L/2$. Neglect molecules that cross the bare middle section and escape. Each front then needs the wall dose with $a$ replaced by $a/2$, and both advance at the same time:

$$F_{\rm open}=4\,\frac a2+\frac32\left(\frac a2\right)^2=2a+\frac38a^2 .$$

For large $a$ this is one quarter of the dose for a closed hole of the same depth and diameter. The neglect of escape restricts the formula to long holes. Filling without an assumed front agrees with it within 6% for $a$ from 2 to 40, but needs about 11% more at $a=1$ and 50% more at $a=0.5$. As $a\to0$ the formula tends to zero, while the wall still needs a dose of at least 1.

## 4. Adding the closed bottom

In the sharp-front account the bottom is filled after the wall. Its area equals that of the mouth, and its supply passes through the whole coated tube:

$$S\,\frac{\pi d^2}{4}=JW(a)\,\frac{\pi d^2}{4}\,t_{\rm b}
\quad\Longrightarrow\quad\frac{Jt_{\rm b}}{S}=\frac1{W(a)}=1+\frac34a .$$

Adding the wall and bottom doses gives

$$F=\left(4a+\frac32a^2\right)+\left(1+\frac34a\right)
=1+\frac{19}{4}a+\frac32a^2 .$$

The coefficient $19/4$ is $16/4+3/4$: the wall fed through the mouth resistance, plus the bottom fed through the tube resistance.

**Limit tests.** As $a\to0$ the formula gives $F\to1$, the dose of the flat bottom. The remaining strip of wall fills later, because it receives only about $J/2$ until the bottom begins to send molecules back. The area of this strip vanishes in the limit, so the formula counts the molecules correctly but not the time of the last site. For large $a$, $F\to3a^2/2$. There is also a conservation bound. The mouth admits $J\pi d^2t/4$ molecules, and the hole must hold $S(\pi dL+\pi d^2/4)$. Their comparison requires $F\ge4a+1$, however the molecules move inside the hole, provided that they enter at no more than the rate $J$. The formula exceeds this bound by $3a/4+3a^2/2$, which is positive for every $a>0$.

The wall equation can also be used in reverse. If a dose $X=Jt/S$ ends before the wall is full, the front satisfies $\tfrac32u^2+4u-X=0$. The positive root is

$$u=\frac{-4+\sqrt{16+6X}}{3}.$$

For large $X$ this approaches $\sqrt{2X/3}$, so doubling the depth of a deep front takes nearly four times the dose: from $20d$ to $40d$ the factor is $2560/680=3.8$. The formula should not be used for very small doses. In a hole at least one diameter deep, bare wall at the mouth at first receives only $J/2$, and no part of the wall is full before $X=2$.

## 5. Testing the sharp front

The derivation makes two approximations whose effects can be separated. One is the series formula for $W$. The other is the sharp front itself: some molecules fly past the edge of the coated region and land deeper.

The first effect follows from $F=\int_0^a4\,du/W+1/W(a)$. A transmission that is too large makes $F$ too small. Keeping the sharp front but taking $W$ from the ring calculation raises the dose, relative to the formula, by about 11%, 7% and 5% for $a=5$, 20 and 40.

The second effect has the opposite sign. Compare two holes that have captured the same number of molecules, one with a sharp front and one with some of them deposited farther down. In the second hole the fully coated section is shorter. While the bottom is still bare, whatever crosses that section is captured, so the shorter section admits molecules faster.

A filling calculation without an assumed front includes both effects. Every ring and the bottom capture all arrivals until they are full, and none afterwards. The doses are:

| $a$ | formula | no assumed front | difference from formula |
|---|---:|---:|---:|
| 5 | 62.25 | 58.4 | −6% |
| 20 | 696 | 689 | −1% |
| 40 | 2591 | 2588 | −0.1% |

The close agreement at large $a$ is thus partly a cancellation of two errors of several percent. It should not be read to a tenth of a percent. The table uses rings $0.1d$ high and averages coverage over the bottom disk. Finer rings raise the doses by a few tenths of a percent, to about 58.7, 691 and 2592, so at $a=40$ even the sign of the difference from the formula is not fixed.

The calculation also contradicts one part of the sharp-front account. For $a=40$ the bottom is full at a dose of 2057, while the last wall ring fills at 2588. The bottom is full after about 79% of the total dose, and the same fraction is found for $a=5$ and 20. The term $1+3a/4$ therefore counts molecules correctly within the sharp-front model, but it does not give the moment at which the bottom fills. In this ideal-capture model, a full bottom does not prove that the lower wall is full.

## 6. The dose for the chosen hole

The growth per cycle is taken as 0.1 nm and the alumina density as 3.0 g/cm³, both rough typical values. One formula unit Al₂O₃, of molar mass 101.96 g/mol, contains two aluminium atoms, and each precursor molecule delivers one. With $N_A$ the Avogadro constant,

$$S=\frac{2\,(3.0\ \mathrm{g/cm^3})(0.1\ \mathrm{nm})}{101.96\ \mathrm{g/mol}}\,N_A=3.54\ \mathrm{nm^{-2}}.$$

At 0.1 Torr and 500 K the impingement flux is $J=1.850\times10^5\ \mathrm{nm^{-2}\,s^{-1}}$. The flat-surface exposure is

$$\frac{PS}{J}=\frac{0.1\times3.54}{1.850\times10^5}\ \mathrm{Torr\,s}\approx1.915\times10^{-6}\ \mathrm{Torr\,s},$$

where the last digit comes from the unrounded $S$. The hole has $a=2000/50=40$, and

$$F=1+\frac{19}{4}(40)+\frac32(40)^2=1+190+2400=2591 .$$

The exposure and dose time are

$$Pt=2591\times1.915\times10^{-6}\approx4.96\times10^{-3}\ \mathrm{Torr\,s},\qquad t=\frac{4.96\times10^{-3}}{0.1}\ \mathrm{s}\approx50\ \mathrm{ms}.$$

Of the factor 2591, the wall fed through the tube accounts for 2400 and the wall fed through the mouth for 160. The bottom adds 30 through the tube and 1 through the mouth. Dropping the mouth and bottom terms would shorten the dose by 191/2591, or about 7%.

Half the dose does not coat half the depth. With $X=2591/2$, the inverse formula gives $u=28.1$, which places the sharp front at about 1400 nm, or 70% of the depth. The fully coated section is somewhat shorter, because some molecules land beyond its edge. The numerical output below lists the main values of this section and the next.

## 7. What can change the decision

**Slow capture.** Let the capture probability be $s_0$ times the fraction of free sites. On a flat surface the free fraction then decays as $e^{-s_0Jt/S}$, and 95% coverage needs a dose $\ln20/s_0\approx3/s_0$.

In a hole, a balance of diffusion and capture gives the distance over which the gas density decays along bare wall. This distance sets the scale of the partly coated region, though not its exact width. For small $s_0$, molecules strike the wall at a rate $(n\bar v/4)\pi d$ per unit length. Dividing by the $n\pi d^2/4$ molecules per unit length gives a collision rate $\bar v/d$ for each molecule, and hence a capture rate $s_0\bar v/d$ on bare wall. The steady equation $Dn''=(s_0\bar v/d)n$ has the decay length

$$\ell=\sqrt{\frac{d\bar v/3}{s_0\bar v/d}}=\frac{d}{\sqrt{3s_0}} .$$

A sharp front requires $\ell\ll L$. For $s_0=0.01$, $\ell$ is about $6d$; for $s_0=0.001$ it is about $18d$, nearly half the depth of this hole.

With hole size and pressure fixed, the ring calculation gives the dose at which coverage reaches 95% everywhere. It is $1.00F$, $1.09F$ and $2.11F$ for $s_0=0.1$, 0.01 and 0.001. These factors use rings $0.25d$ high; finer rings raise them by about 0.01 to 0.02. The first figure does not mean complete saturation, because the criterion is 95%. In the last case even a flat surface needs a dose of about 3000, more than $F$ itself, and the 50 ms estimate must be raised to about 105 ms.

**Narrowing.** A film 5 nm thick reduces the diameter to 40 nm. The top surface and the bottom both rise by 5 nm, so the depth stays at 2000 nm. The ratio becomes $a=50$ and

$$F=1+237.5+3750=3988.5,$$

which is 1.54 times the initial value. At the same pressure, temperature and $S$, the dose time rises to about 76 ms. A fixed valve time must be set by the last cycle.

**Gas collisions and delay.** In 1 Torr of nitrogen, with a rough collision diameter of 0.5 nm, the precursor's mean free path is about 35 µm. That is some 700 hole diameters, so free flight between walls is a sound assumption here. The mean speed of 383 m/s gives $D=0.064\ \mathrm{cm^2/s}$ and a diffusion time $L^2/D=0.63$ µs. This is far below 50 ms and supports the quasi-steady treatment.

**The real case.** Holes tens of nanometres wide and a micrometre or more deep are of the size class of memory capacitors, and alumina growth near 500 K with about 0.1 nm per cycle is a typical regime. Real holes may taper or bow, and the pressure at the mouth varies during a pulse. In a dense array, the holes together may also capture precursor faster than the gas above them can supply it. The pressure at the mouths then falls below that in the reactor, and the dose must last longer than estimated here. For a varying pressure at constant temperature, $Pt$ is replaced by $\int P\,dt$, provided that the gas in the hole still adjusts quickly. Of the departures sized here, slow capture and narrowing matter most: they multiply the dose by about 2.1 (at $s_0=0.001$) and by 1.54, each taken alone. The first factor is not a ceiling: the flat-surface dose $\ln20/s_0$ alone is $2.3F$ at $s_0=5\times10^{-4}$ and $5.8F$ at $2\times10^{-4}$, and the hole needs more. Only the aluminium precursor is treated; the oxidant pulse of each cycle needs its own estimate, with its own capture probability. The initial capture probability was varied over a rough range and must be established for the actual surface. Until it is, 50 ms is the ideal estimate for the first cycle, and the valve time needs a margin above it.

## Calculated quantities

```
mean squared axial jump = 0.66667 d^2
mean chord = 1.00000 d
transmission, length 5 d, random flights = 0.1907
transmission, length 5 d, surface exchange = 0.1914
transmission, length 5 d, series formula = 0.2105
largest excess of series formula = 11.9 % at length 2.0 d
excess at length 40 d = 3.0 %
wall flux/J near mouth, length 10 d: exchange 0.947, diffusion 0.937
wall flux/J at quarter length: exchange 0.719, diffusion 0.721
a = 5: formula F = 62.25
  sharp front, exact transmission: F = 68.9 (+10.7 %)
  filling without assumed front: F = 58.4 (-6.1 %)
  bottom full at dose 46.2
a = 20: formula F = 696.00
  sharp front, exact transmission: F = 742.5 (+6.7 %)
  filling without assumed front: F = 689.4 (-0.9 %)
  bottom full at dose 547.3
a = 40: formula F = 2591.00
  sharp front, exact transmission: F = 2706.5 (+4.5 %)
  filling without assumed front: F = 2587.5 (-0.1 %)
  bottom full at dose 2056.9
hole diameter = 50 nm, depth = 2000 nm, a = 40
temperature = 500 K, precursor = 0.1 Torr
growth per cycle = 0.1 nm, density = 3.0 g/cm3
precursor molar mass = 72.09 g/mol, oxide = 101.96 g/mol
saturation density S = 3.54 molecules/nm2
impingement flux J = 1.850e+05 molecules/(nm2 s)
wall through mouth, 4a = 160
wall through tube, 3a^2/2 = 2400
bottom through mouth = 1, through tube, 3a/4 = 30
exposure factor F = 2591
flat-surface exposure = 1.915e-06 Torr s
hole exposure = 4.963e-03 Torr s
dose time = 49.6 ms
wall time = 49.0 ms, bottom time = 0.59 ms
front depth at half dose = 1404 nm
initial sticking 0.1: 95 % coverage at dose 2582, 1.00 times F
initial sticking 0.01: 95 % coverage at dose 2816, 1.09 times F
initial sticking 0.001: 95 % coverage at dose 5470, 2.11 times F
after 5 nm film: a = 50, F = 3988.5, 1.54 times initial F
carrier nitrogen = 1 Torr, collision diameter = 0.5 nm
mean free path = 34876 nm, over diameter = 698
mean speed = 383 m/s, D = 0.0639 cm2/s
gas diffusion time L^2/D = 0.63 us
```
